\section*{Tamura's Rate for Phonon Scattering by Uncorrelated Mass Disorder, part 2}

In a model of hexagonal TaN, 1\% of the Ta atoms are replaced by Nb and 1\% of the N atoms by C. We seek the energy decay rate $1/\tau$ of a phonon mode caused by this mass disorder. For a mode at 5.34 THz, second-order theory gives a ratio of about 18\,000 between the Ta and N contributions.

The crystal has $N$ cells of volume $V_0$ at $\mathbf R_l$. Site $lb$ has mass $m_b(1+\varepsilon_{lb})$, where $m_b$ is the mean on sublattice $b$; species $i$ of mass $m_{ib}$ fills a fraction $f_{ib}$ of its sites, independently:
\begin{equation}
\langle\varepsilon_{lb}\rangle=0,\qquad
g_b=\langle\varepsilon_{lb}^2\rangle=\sum_i f_{ib}\left(1-\frac{m_{ib}}{m_b}\right)^2 .
\label{g}
\end{equation}
The modes of the mean crystal, in displacements scaled by $\sqrt{m_b}$, are
\begin{equation}
\mathbf w_{lb}=\frac{1}{\sqrt N}\,\mathbf e_b(\mathbf qj)\,e^{i\mathbf q\cdot\mathbf R_l},
\qquad \sum_b|\mathbf e_b(\mathbf qj)|^2=1 ,
\label{wave}
\end{equation}
The decaying mode has $\mathbf e_b$ and $\omega$, a final mode $\mathbf e_b'$ and $\omega'$, and $O_b=\mathbf e_b'^{*}\cdot\mathbf e_b$. The element of $\varepsilon$ between them satisfies
\begin{equation}
\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle
=\frac1{N^2}\sum_{lb}g_b|O_b|^2=\frac1N\sum_b g_b|O_b|^2 .
\label{square}
\end{equation}
or, with covariance $C_{bb'}$ of the mass deviations within a cell,
\begin{equation}
\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle
=\frac1N\sum_{bb'}C_{bb'}O_bO_{b'}^{*},
\label{corr}
\end{equation}
At complex frequency $z$, with perturbation $V=-z^2\varepsilon$ and host resolvent $G_0=(z^2-D)^{-1}$ ($D$ is the dynamical matrix), the self-energy and decay rate are
\begin{equation}
\Sigma(z)=z^4\sum_{\mathbf q'j'}\frac{\langle|\varepsilon_{\mathbf q'\mathbf q}|^2\rangle}{z^2-\omega'^2}
=\frac{z^4}{N}\sum_{\mathbf q'j'}\sum_b\frac{g_b|O_b|^2}{z^2-\omega'^2}.
\label{sigma}
\end{equation}
\begin{equation}
\frac1\tau=-\frac{\mathrm{Im}\,\Sigma(\omega)}{\omega}.
\label{decay}
\end{equation}
Using
\begin{equation}
\mathrm{Im}\,\frac1{\omega^2-\omega'^2+i0}
=-\pi\,\delta(\omega^2-\omega'^2)
=-\frac{\pi}{2\omega}\,\delta(\omega-\omega'),
\label{delta}
\end{equation}
one obtains Tamura's second-order rate
\begin{equation}
\boxed{\;\frac1\tau=\frac{\pi\omega^2}{2N}\sum_{\mathbf q'j'}\delta(\omega-\omega')
\sum_b g_b\left|\mathbf e_b^{*}(\mathbf q'j')\cdot\mathbf e_b(\mathbf qj)\right|^2\;}
\label{tamura}
\end{equation}
It needs $\omega\tau\gg1$, a density of final states smooth over $1/\tau$, and weak repeated scattering at each defect. Equivalently,
\begin{equation}
A_b(\omega)=\frac1N\sum_{\mathbf q'j'}\delta(\omega-\omega')\,\mathbf e_b'\mathbf e_b'^\dagger,
\qquad
\frac1\tau=\frac{\pi\omega^2}{2}\sum_b g_b\,\mathbf e_b^\dagger A_b\mathbf e_b .
\label{local}
\end{equation}
With $D(\omega)$ the total density of states per cell, $W_b=|\mathbf e_b|^2$ and $\hat{\mathbf e}_b=\mathbf e_b/\sqrt{W_b}$,
\begin{equation}
\frac1\tau=\frac{\pi\omega^2}{2}D(\omega)\sum_b g_bW_bY_b,\qquad
Y_b=\frac{\hat{\mathbf e}_b^\dagger A_b\hat{\mathbf e}_b}{D(\omega)} .
\label{WY}
\end{equation}
$Y_b$ is the mean weight of equal-frequency modes on $b$ along the initial polarization. Long acoustic waves of speed $v$ follow the isotropic law $V_0\Gamma\omega^4/(4\pi v^3)$, with $\Gamma=\sum_b(m_b/M)^2g_b$ and $M=\sum_bm_b$.

\section{Numbers for a TaN model}

The model has $a=c=0.29$ nm and central springs of 130 N/m (Ta--N) and 60 N/m (Ta--Ta). These are rough values, not a first-principles calculation. For two species with fractions $x$ and $1-x$, (\ref{g}) reduces to $g=x(1-x)(\Delta m/m_b)^2$, where $\Delta m$ is the mass difference:
\begin{align}
g_{\rm Ta}&=0.0099\left(\frac{180.95-92.906}{180.070}\right)^2=2.37\times10^{-3},\\
g_{\rm N}&=0.0099\left(\frac{14.007-12.011}{13.987}\right)^2=2.02\times10^{-4}.
\end{align}
The table lists the six modes at $\mathbf q=(0.25,0,0.125)$ in reciprocal-lattice units. The delta function is a Gaussian of width 1.0 rad/ps, and rates are the second-order values (\ref{tamura}) in $\mathrm{ns^{-1}}$.

\begin{center}
\begin{tabular}{cccccc}
Mode & $f$ (THz) & $W_{\rm Ta}$ & Ta part & N part & blind\\
1 & 2.71 & 0.934 & 12.7 & 0.0056 & 3.4\\
2 & 3.20 & 0.932 & 20.8 & 0.0099 & 8.1\\
3 & 5.34 & 0.980 & 112 & 0.0061 & 32\\
4 & 15.9 & 0.044 & 10.8 & 614 & 1443\\
5 & 16.1 & 0.066 & 18.7 & 539 & 1311\\
6 & 19.5 & 0.044 & 10.2 & 1220 & 1418
\end{tabular}
\end{center}

The last column ignores the actual eigenvectors. For random unit vectors with six components, the mean of $\mathbf e_b\mathbf e_b^\dagger$ is $\frac16$ times the unit matrix, so $\langle|O_b|^2\rangle=3/36=1/12$. The sum over $b$ is then $(g_{\rm Ta}+g_{\rm N})/12=2.14\times10^{-4}$, and the blind rate is $(\pi\omega^2/2)D(\omega)$ times this number. Dividing a column of the table by the blind rate removes $D(\omega)$ and yields $Y_b$ from (\ref{WY}).

For mode 3 this gives
\begin{equation}
Y_{\rm Ta}=\frac{111.7}{31.78}\;\frac{2.14\times10^{-4}}{2.37\times10^{-3}\times0.980}=0.32 .
\end{equation}
This is close to the value $1/3$ of final modes that live on Ta with evenly spread polarizations. The blind estimate is too small by a factor of 3.5 because it places half of the motion on the weakly disordered N sites. The ratio of the two contributions factorizes as
\begin{equation}
\frac{\text{N part}}{\text{Ta part}}
=\frac{g_{\rm N}}{g_{\rm Ta}}\,\frac{W_{\rm N}}{W_{\rm Ta}}\,\frac{Y_{\rm N}}{Y_{\rm Ta}}
=0.085\times0.020\times0.032=5.5\times10^{-5}.
\end{equation}
The last factor is inferred from the printed rates. The light sublattice is suppressed twice by its small motion, once in the initial mode and once in the final modes. These two factors together amount to roughly 1500, and the smaller mass variance supplies the remaining factor of 12 in the ratio of 18\,000.

For mode 6 the same division gives $Y_{\rm N}=0.96$, far above $1/3$. Nearly all the weight of the modes at 19.5 THz is N motion along the polarization of mode 6. This alignment raises the rate, so the blind estimate is only 15\% too large there, compared with a factor of 2.3 for modes 4 and 5. The near agreement results from two errors that compensate: the blind estimate places half of the motion on the strongly disordered Ta sites, which raises it, and it misses the concentration and alignment of the motion on the N sites, which lowers it.

With the delta width of 1.0 rad/ps, mode 3 has a total rate of $112\ \mathrm{ns^{-1}}$, a lifetime of 9.0 ps and, with a group speed of 3.36 km/s, a mean free path of 30 nm. These values are not converged in the width. A wider delta function, 1.4 rad/ps, raises the rate to $121\ \mathrm{ns^{-1}}$, while on a finer wavevector mesh widths of 0.5 and 0.25 rad/ps lower it to 93 and $76\ \mathrm{ns^{-1}}$. The rate of mode 6 rises to about $1740\ \mathrm{ns^{-1}}$ at 0.25 rad/ps. The density of final states varies quickly near both modes, so their absolute rates are rough. Mode 6 lies just below the top of the spectrum at 19.8 THz; the density of its final states falls about tenfold within the second-order width $1/\tau=1.2\ \mathrm{ps^{-1}}$ above it, so the smoothness condition fails there. The weights $Y_{\rm Ta}$ of mode 3 and $Y_{\rm N}$ of mode 6, in which this density cancels, hardly change with the width. For mode 3 the product $\omega\tau=33.5\times8.95\approx300$ satisfies the weak-damping condition. Modes 4 and 5 are split by only 0.18 THz, or 1.1 rad/ps, about twice their rates of 0.6 $\mathrm{ps^{-1}}$. Mixing between them would matter, but it vanishes here by symmetry: one mode is even and the other odd under reflection in the plane that contains $\mathbf q$ and the hexagonal axis.

The isotropic long-wave law, with mean speed 3.37 km/s and $\Gamma=2.04\times10^{-3}$, extrapolates to $114\ \mathrm{ns^{-1}}$ at mode 3. The agreement with 112 depends on the chosen delta width and does not validate the law at 5 THz. Scaled by $\omega^4$ to modes 1 and 2 it gives 7.5 and $14.6\ \mathrm{ns^{-1}}$, against 12.7 and 20.8 from the full sum.

\section{Comparison with random lattices}

The perturbation theory was tested on lattices of 4096 cells with the same springs and random masses. Mean masses of 180 and 90 u were used so that both sublattices take part. For a mode at 30.6 rad/ps, with mass deviations of $\pm8\%$ and an imaginary part of 5 rad/ps in $z$, the full linear equations gave $-\mathrm{Im}\,\Sigma/\omega=0.1035$, 0.0438 and $0.150\ \mathrm{ps^{-1}}$ for disorder on the heavy sublattice, the light one, and both independently. Equation (\ref{sigma}) gives 0.1041, 0.0438 and 0.148. The contributions add as (\ref{square}) requires. With identical deviations on both atoms of a cell, the lattice gave 0.146 and (\ref{corr}) gives 0.149. At this imaginary part of $z$ the interference term changes $-\mathrm{Im}\,\Sigma/\omega$ by less than 1\%, so these values do not confirm it. They are not decay rates: since $z^4/(z^2-\omega'^2)=z^2+\omega'^2+\omega'^4/(z^2-\omega'^2)$, they contain the piece $-2\,\mathrm{Im}z\sum_bg_bW_b$, which is $-0.064\ \mathrm{ps^{-1}}$ when both sublattices are disordered. In the delta-function rate, with widths of 0.6 to 2 rad/ps, the interference term adds about 7\%.

The energy decay was also followed in time by integrating Newton's equations with deviations of $\pm12\%$. The fitted rate was $0.33\ \mathrm{ps^{-1}}$, against 0.39 from (\ref{tamura}) with a delta width of 2 rad/ps. The difference of 16\% comes from the short observation time. After a time $t$ the delta function in (\ref{tamura}) is still the broad peak $2\sin^2(\Delta t/2)/(\pi t\Delta^2)$ with $\Delta=\omega'-\omega$. With this peak, a fit over the same 2 ps gives $0.33\ \mathrm{ps^{-1}}$, as in the simulation. The agreement is sufficient to exclude a mistaken factor of two in (\ref{decay}).

\section{Strong defects and the real material}

A Nb atom on a Ta site has $\varepsilon=-0.49$, which is not small. For a dilute concentration $x$ of one defect type, the repeated scattering at a single defect can be summed. If $V$ now denotes the perturbation of one defect and $G_0$ the host resolvent, then
\begin{equation}
t=V+VG_0V+\dots=V(1-G_0V)^{-1},\qquad
\frac1\tau=-\frac{x}{\omega}\,\mathrm{Im}\,\phi^\dagger t\,\phi ,
\label{tmat}
\end{equation}
where $\phi$ is the incoming wave (\ref{wave}) without its factor $N^{-1/2}$. The rate follows from (\ref{decay}), since $xN$ independent defects each contribute $\phi^\dagger t\phi/N$ to $\Sigma$. For a mass defect $V=-\omega^2\varepsilon$, and the term $VG_0V$ returns (\ref{tamura}) with $g=x\varepsilon^2$. Changed springs can be included in $V$, and a vacancy is a site whose springs are cut.

For mode 3, with a common broadening of 1.5 rad/ps, the second-order Nb rate is $128\ \mathrm{ns^{-1}}$. It exceeds the earlier 112 because of the different broadening. Summing the series gives 143, and softening the bonds around Nb by 10\% as well lowers this to 135; at the narrower broadenings below the softening changes the full rate by 3\% or less. The large broadening hides much of the effect of repeated scattering: at 0.5 rad/ps the second-order rate is 107 and the full rate 212, and at 0.25 rad/ps they are 92 and about 250, so the full rate is not converged in the width either. For this mode (\ref{tamura}) therefore underestimates the scattering by Nb considerably. Nitrogen vacancies on 1\% of the N sites would add 157, 147 and 135 at broadenings of 1.5, 0.5 and 0.25 rad/ps. This is slightly more than the Nb atoms give at the largest broadening and about half as much at the smallest. The N sublattice, almost inert as a mass scatterer for this mode, thus matters greatly once its springs are removed: (\ref{tamura}) weights N by its small motion, whereas a missing N atom changes the forces on the heavy atoms.

Repeated scattering also matters for the other modes. For modes 1 and 2, at broadenings of 0.2 to 1.0 rad/ps, it lowers the Nb rates from about 12.5 and 21 to about 8 and $11\ \mathrm{ns^{-1}}$. A C atom on an N site has $\varepsilon=-0.14$, which looks small, but the optical bands of the model are narrow and their local density of states on N is high. By (\ref{delta}) and (\ref{local}), the imaginary part of $VG_0$ along the polarization has the size $(1/\tau)/(\omega x|\varepsilon|W_b)$, where $1/\tau$ is the second-order part of sublattice $b$. For C and mode 6 this is $1.22/(122.5\times0.01\times0.14\times0.956)\approx7$, against 0.7 for Nb and mode 3. Then $t\simeq-G_0^{-1}$, and the rate no longer grows with $\varepsilon$. At broadenings of 1.0 and 0.4 rad/ps the full C rates of modes 4 to 6 are about 20 to $40\ \mathrm{ns^{-1}}$, against second-order values of 430 to 1330, while the Nb rates rise to about 15 to 40. For mode 6, Nb gives 31 and 39 and C gives 29 and 18. In the optical modes the two sublattices thus scatter within a factor of 2.5 of each other at these broadenings (for mode 6 the factor grows to about three at 0.2 rad/ps, with Nb ahead), and the strong dominance of N in the table is a property of the second-order formula. In the acoustic modes the C rates hardly change, and the dominance of Ta remains.

Real tantalum nitride is often off stoichiometry, and the assumption of unchanged force constants then fails. In the model, at the broadenings tried, vacancies on 1\% of the N sites scatter mode 3 at a rate within a factor of about two of that of the Nb atoms. Anharmonic scattering has to be added. The generic estimate $2\gamma^2k_BT\omega^2/(\bar m v^2\omega_D)$, with Gr\"uneisen parameter $\gamma=1.5$, mean atomic mass $\bar m$ and Debye frequency $\omega_D=v(6\pi^2/V_0)^{1/3}=47.5$ rad/ps, gives about $240\ \mathrm{ns^{-1}}$ for mode 3 at 300 K. This is probably much too large for $\theta$-TaN, for which first-principles calculations predict unusually weak three-phonon scattering. One reason is the gap between acoustic and optical modes, which the estimate ignores: in the model two acoustic phonons cannot merge into an optical one. Processes among three acoustic phonons remain. Grains of 1000 nm add $v_g/L=3\ \mathrm{ns^{-1}}$, with $v_g$ the group speed and $L$ the grain size. Scattering by conduction electrons is left out. The real compound is stiff, and the model's mean sound speed is probably too low. At fixed frequency and $\Gamma$, a speed 20\% higher would reduce the long-wave rate by $1-1.2^{-3}=42\%$. The tabulated rates are therefore second-order values for the model at the stated widths. The dominance of Ta in the mass scattering of the acoustic modes rests on the large mass ratio and the resulting eigenvectors; for the optical modes of this model, with its narrow optical bands, the second-order ranking does not hold for these defects. The numerical output below lists the values computed at the main settings.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice constants a, c: 0.29, 0.29 nm; cell 0.02112 nm^3
Springs Ta-N, Ta-Ta: 130, 60 N/m
Masses Ta, N: 180.95, 14.007 u
Masses Nb, C: 92.906, 12.011 u; share 1 %
Mean masses: 180.070, 13.987 u
g on Ta, N sublattice: 2.3668e-03, 2.0161e-04
Wavevector (reciprocal-lattice units): 0.25, 0.0, 0.125
Mode: f THz | Ta weight | Ta part, N part, total, blind (1/ns)
 1: 2.710 | 0.9341 | 12.73, 0.005621, 12.74, 3.395
 2: 3.197 | 0.9316 | 20.82, 0.00989, 20.83, 8.134
 3: 5.339 | 0.9802 | 111.7, 0.006125, 111.7, 31.78
 4: 15.938 | 0.0441 | 10.81, 613.7, 624.5, 1443
 5: 16.114 | 0.0659 | 18.7, 539.4, 558.1, 1311
 6: 19.501 | 0.0441 | 10.24, 1220, 1230, 1418
Mode 3 angular frequency: 33.546 rad/ps
Mode 3 rate: 111.68 1/ns; lifetime 8.95 ps
Same, delta width 1.4 not 1.0 rad/ps: 120.68 1/ns
Mode 3 group speed: 3.362 km/s
Mode 3 mean free path: 30.1 nm
Long-wave Gamma: 2.0389e-03; mean speed 3.368 km/s
Isotropic w^4 law at mode 3: 113.58 1/ns
Long-wave test at 1.999 rad/ps, sum/law: 1.0140
Resolvent/delta sum, modes 1-3: 1.0424
Neglected effects for mode 3 (1/ns):
 Nb mass, second order: 127.95
 Nb mass, all orders: 143.23
 Nb mass and 10 % softer bonds: 134.56
 1 % nitrogen vacancies: 156.81
 Grains of 1000 nm: 3.36
 Anharmonic, rough, 300 K, Grueneisen 1.5: 241.6
Test crystal: masses 180, 90 u; 4096 cells
 mode 30.577 rad/ps, heavy weight 0.676
 mass spread 8 %, broadening 5 rad/ps
 -Im(self-energy)/w: lattice solve, formula (1/ps)
  heavy only: 0.1035, 0.1041
  light only: 0.0438, 0.0438
  both, independent: 0.1497, 0.1479
  both, correlated: 0.1458, 0.1490
 Energy decay, mass spread 12 %:
  motion 0.3317, formula 0.3944 1/ps
\end{verbatim}
